\section*{Anisotropic magnetoresistance from spin-orbit mixing in the two-current model}

\section{The decision and the statement}

To predict the read voltage of a magnetoresistive strip from a spin-orbit constant and an exchange splitting, one must decide how electrons moving in different directions are averaged. If electrons moving along the current are taken to represent each spin channel, the Campbell--Fert--Jaoul coefficient is $\gamma=\tfrac34(\lambda/H_{\rm ex})^2$. If the Boltzmann equation is solved on a spherical Fermi surface, the same scattering gives $\tfrac{3}{10}(\lambda/H_{\rm ex})^2$. The predicted voltage differs by a factor 2.5, and a ratio $\lambda/H_{\rm ex}$ extracted from a given $\gamma$ differs by $\sqrt{2.5}\simeq1.6$.

\paragraph{Assumptions.}
\begin{enumerate}
\item Current is carried by $s$ electrons, plane waves with the same spherical Fermi surface for both spins. The $d$ electrons carry none.
\item Impurities have a central, spin-conserving potential $V$, with equal $s$-$d$ matrix elements for both spins. Scattering from $s$ to $s$ states is isotropic and independent of the magnetization $\mathbf M$, but its strength may differ between the spins.
\item The $d$ states obey, apart from a band energy common to all orbitals and both spins,
\begin{equation}
\mathcal H_d=-H_{\rm ex}S_z+\lambda\,\mathbf L\cdot\mathbf S ,\qquad \epsilon=\lambda/H_{\rm ex}\ll1 ,
\end{equation}
with $z$ along $\mathbf M$ and angular momenta in units of $\hbar$. Thus $d\uparrow$ lies $H_{\rm ex}$ below $d\downarrow$. The $d\uparrow$ band is full; the $d\downarrow$ density of states is flat near the Fermi level.
\item The spin channels conduct in parallel, without spin-flip scattering between $s$ states.
\end{enumerate}
Let $\rho_\uparrow$ and $\rho_\downarrow$ be the channel resistivities at $\lambda=0$, $\alpha=\rho_\downarrow/\rho_\uparrow$, and $\rho_{sd}=f\rho_\downarrow$ the part of $\rho_\downarrow$ due to $s\downarrow\to d\downarrow$ scattering.

\paragraph{Theorem.} Let $\gamma f\alpha\ll1$. To lowest order in $\epsilon$, with $\rho_\parallel$ and $\rho_\perp$ measured for current along and across $\mathbf M$,
\begin{equation}
\frac{\rho_\parallel-\rho_\perp}{\rho}=f\gamma(\alpha-1).
\label{main}
\end{equation}
(a) If each channel's resistivity is set by the scattering rate of electrons moving along the current (the directional rule), $\gamma=\tfrac34\epsilon^2$. (b) If the Boltzmann equation is solved, $\gamma$ is replaced by $\gamma_B=\tfrac{3}{10}\epsilon^2$. The familiar form $\gamma(\alpha-1)$ is the case $f=1$, in which $s$-$d$ scattering makes up all of $\rho_\downarrow$.

\section{The scattering rates}

\paragraph{Lemma 1 (coupling).} An $s$ electron moving along $\hat{\mathbf k}$, at angle $\theta$ to $\mathbf M$, couples to one normalized $d$ orbital $|v\rangle$, for which
\begin{equation}
\langle\mathbf L\rangle=0,\qquad \langle L^2\rangle=6,\qquad \langle L_z^2\rangle=3\sin^2\theta .
\label{moments}
\end{equation}

\emph{Proof.} In the expansion $e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(kr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k})$, a central potential selects $l=2$. Hence $\langle m|V|\mathbf k\rangle\propto Y_{2m}^*(\hat{\mathbf k})$, with a radial factor independent of $m$. Since $\sum_m|Y_{2m}|^2=5/4\pi$, the normalized orbital is
\begin{equation}
|v\rangle=\sqrt{\tfrac{4\pi}{5}}\sum_m Y^*_{2m}(\hat{\mathbf k})|m\rangle ,\qquad
\langle\hat{\mathbf r}|v\rangle=\sqrt{\tfrac{5}{4\pi}}\,P_2(\hat{\mathbf k}\cdot\hat{\mathbf r}),
\end{equation}
by the addition theorem. This function is real, while $\mathbf L=-i\mathbf r\times\nabla$ is imaginary and Hermitian, so $\langle\mathbf L\rangle$ is both imaginary and real, hence zero. For $l=2$, $L^2=l(l+1)=6$. The function is unchanged by rotation about $\hat{\mathbf k}$, so $(\hat{\mathbf k}\cdot\mathbf L)|v\rangle=0$, and the two components perpendicular to $\hat{\mathbf k}$ share the 6 equally. Writing $L_z=\cos\theta\,(\hat{\mathbf k}\cdot\mathbf L)-\sin\theta\,L_1$, with $L_1$ perpendicular to $\hat{\mathbf k}$, gives $L_z|v\rangle=-\sin\theta\,L_1|v\rangle$ and $\langle L_z^2\rangle=3\sin^2\theta$. $\square$

\paragraph{Lemma 2 (rates).} In units of the $s\downarrow\to d\downarrow$ rate at $\lambda=0$, the rates out of $s\uparrow$ and $s\downarrow$ into $d$ states are, to order $\epsilon^2$,
\begin{equation}
W_\uparrow=\tfrac34\epsilon^2(1+\cos^2\theta),\qquad W_\downarrow=1-\tfrac34\epsilon^2(1+\cos^2\theta).
\label{rates}
\end{equation}

\emph{Proof.} Write
\begin{equation}
\lambda\mathbf L\cdot\mathbf S=\lambda L_zS_z+\tfrac{\lambda}{2}(L_+S_-+L_-S_+).
\end{equation}
It conserves $L_z+S_z$, so $|m\downarrow\rangle$ mixes with at most one state, $|m-1,\uparrow\rangle$. This also removes any ambiguity from the orbital degeneracy. Because $S_+|\downarrow\rangle=|\uparrow\rangle$ and $L_-|m\rangle=\sqrt{6-m(m-1)}\,|m-1\rangle$, the mixing amplitude, matrix element divided by $E_\downarrow-E_\uparrow=H_{\rm ex}$, is
\begin{equation}
a_m=\frac{\epsilon}{2}\sqrt{(2+m)(3-m)} .
\end{equation}
The state at the Fermi level is $(1-\tfrac12a_m^2)|m\downarrow\rangle+a_m|m-1,\uparrow\rangle$. The golden rule sums squared matrix elements over these five final states. With $\mu=m-1$, so that $(2+m)(3-m)=6-\mu-\mu^2$,
\begin{align}
W_\uparrow&=\sum_m a_m^2|\langle m-1|v\rangle|^2
=\frac{\epsilon^2}{4}\langle6-L_z-L_z^2\rangle
=\frac{\epsilon^2}{4}(6-3\sin^2\theta),\\
W_\downarrow&=\sum_m(1-a_m^2)|\langle m|v\rangle|^2
=1-\frac{\epsilon^2}{4}\langle6+L_z-L_z^2\rangle .
\end{align}
Equation (\ref{moments}) and $6-3\sin^2\theta=3(1+\cos^2\theta)$ give (\ref{rates}).

Both $s$ spins reach the same final state, so the rate matrix also has a spin-off-diagonal element. Its first-order part is $\tfrac{\epsilon}{2}\langle v|L_-|v\rangle=0$. What remains is of order $\epsilon^2$ and acts back on the channel currents at order $\epsilon^4$. $\square$

Spin-orbit coupling thus moves part of the final-state weight from spin down to spin up. Orbital shape makes this transfer twice as large for motion along $\mathbf M$ as for motion across it. The $s\uparrow$ electrons gain a scattering path that the full $d\uparrow$ band had closed.

\section{Proof of the theorem}

\paragraph{Part (a).} The channel resistivities are
\begin{equation}
\rho_\uparrow(\theta)=\rho_\uparrow+\rho_{sd}W_\uparrow,\qquad
\rho_\downarrow(\theta)=(1-f)\rho_\downarrow+\rho_{sd}W_\downarrow .
\end{equation}
Subtracting the values at $\theta=\pi/2$ from those at $\theta=0$, with $\gamma=\tfrac34\epsilon^2$,
\begin{equation}
\Delta\rho_\uparrow=+\gamma\rho_{sd},\qquad \Delta\rho_\downarrow=-\gamma\rho_{sd}.
\label{channels}
\end{equation}
For parallel conduction $\rho=\rho_\uparrow\rho_\downarrow/(\rho_\uparrow+\rho_\downarrow)$, and $\partial\rho/\partial\rho_\uparrow=\rho_\downarrow^2/(\rho_\uparrow+\rho_\downarrow)^2$, likewise with the spins exchanged. Therefore
\begin{align}
\Delta\rho&=\frac{\rho_\downarrow^2\Delta\rho_\uparrow+\rho_\uparrow^2\Delta\rho_\downarrow}{(\rho_\uparrow+\rho_\downarrow)^2}
=\gamma\rho_{sd}\frac{\rho_\downarrow^2-\rho_\uparrow^2}{(\rho_\uparrow+\rho_\downarrow)^2}
=\gamma\rho_{sd}\frac{\rho_\downarrow-\rho_\uparrow}{\rho_\uparrow+\rho_\downarrow},\\
\frac{\Delta\rho}{\rho}&=\gamma\rho_{sd}\frac{\rho_\downarrow-\rho_\uparrow}{\rho_\uparrow\rho_\downarrow}=f\gamma(\alpha-1).
\end{align}
The linearization needs $\rho_{sd}W_\uparrow\ll\rho_\uparrow$. Since $W_\uparrow\le2\gamma$ at this order, $\gamma f\alpha\ll1$ suffices. $\square$

\paragraph{Part (b).} Let $g$ be the departure of one channel's distribution from the Fermi function $n_0$, and $w(\hat{\mathbf k})$ its total scattering rate. In a field $\mathbf E$, electrons of charge $-e$ obey
\begin{equation}
-e\,\mathbf E\cdot\mathbf v\,\frac{\partial n_0}{\partial E}=-w\,g .
\end{equation}
No return term appears. Since $w$ is even in $\hat{\mathbf k}$, $g$ is odd. Isotropic $s$-$s$ scattering returns electrons in proportion to $\int g\,d\Omega=0$. The probabilities for entering a $d$ state are even in $\hat{\mathbf k}$, so $g$ does not change the $d$ occupation either.

The current $-e\sum\mathbf v g$ then gives a conductivity along $\hat{\mathbf n}$ proportional to $3\langle(\hat{\mathbf k}\cdot\hat{\mathbf n})^2/w\rangle$, where the brackets average over directions. Expanding $1/w$ in the small anisotropic part and inverting,
\begin{equation}
\delta\rho_{\sigma,n}=\rho_{sd}\,3\langle(\hat{\mathbf k}\cdot\hat{\mathbf n})^2\,\delta W_\sigma\rangle .
\end{equation}
The constant part of $\delta W_\sigma$ contributes equally for all $\hat{\mathbf n}$. For the $\cos^2\theta$ part, $3\langle\hat k_z^4\rangle=\tfrac35$ for current along $\mathbf M$. From $\langle\hat k_z^2\rangle=\tfrac13=\langle\hat k_z^4\rangle+2\langle\hat k_x^2\hat k_z^2\rangle$ one finds $3\langle\hat k_x^2\hat k_z^2\rangle=\tfrac15$ for current across it. The difference $\tfrac25$ multiplies both lines of (\ref{channels}), so $\gamma_B=\tfrac25\cdot\tfrac34\epsilon^2=\tfrac{3}{10}\epsilon^2$. $\square$

Within assumptions 1--4, (b) is the transport solution and (a) is an approximation to it. Electrons moving obliquely also carry current, and their mixed directions dilute the anisotropy.

\section{Limits and the next order}

\paragraph{Sign and share.} To lowest order in $\epsilon$, the ratio is positive for $\alpha>1$ and negative for $\alpha<1$. At finite $\epsilon$, for $\lambda>0$, the up-channel anisotropy is the larger of the two, so the change of sign moves to a value of $\alpha$ below one, about 0.74 at $\epsilon=0.1$ with $f=1$. If both channels have equal $s$-$s$ resistivity $\rho_\uparrow$, then $\rho_{sd}=\rho_\downarrow-\rho_\uparrow$, $f=1-1/\alpha$, and (\ref{main}) becomes $\gamma(\alpha-1)^2/\alpha$. To this order it is quadratic in $\alpha-1$ near $\alpha=1$: one factor comes from the $s$-$d$ scattering, which vanishes there, and the other from the cancellation between the two channels.

\paragraph{Very large $\alpha$.} For $f=1$ and $\alpha\gg1$ the up channel carries nearly all the current. At leading order in $\epsilon$ the directional rule gives $\rho_\parallel\simeq\rho_\uparrow(1+2\gamma\alpha)$ and $\rho_\perp\simeq\rho_\uparrow(1+\gamma\alpha)$, hence
\begin{equation}
\frac{\rho_\parallel-\rho_\perp}{\rho_\perp}\simeq\frac{\gamma\alpha}{1+\gamma\alpha}.
\end{equation}
The linear growth stops when $\gamma\alpha$ approaches one, because the mixed-in scattering then becomes comparable to $\rho_\uparrow$ itself.

\paragraph{Proposition (next order).} The up-channel anisotropy is $\tfrac34\epsilon^2(1+3\epsilon)$ up to terms of order $\epsilon^4$.

\emph{Proof.} The term $\lambda L_zS_z$ shifts the paired states $|\mu\uparrow\rangle$ and $|\mu+1,\downarrow\rangle$ by $\lambda\mu/2$ and $-\lambda(\mu+1)/2$. Their separation is $H_{\rm ex}-\lambda(2\mu+1)/2$, and the mixed weight becomes
\begin{equation}
\frac{\epsilon^2}{4}(6-\mu-\mu^2)\,[1+(2\mu+1)\epsilon].
\end{equation}
For motion along $\mathbf M$, $|v\rangle$ is the orbital $\mu=0$, so $W_\uparrow=\tfrac32\epsilon^2(1+\epsilon)$. For motion across it, the weights are $\tfrac14$ for $\mu=0$, $\tfrac38$ for each of $\mu=\pm2$, and zero for $\mu=\pm1$. The orbital $\mu=2$ has no partner, leaving
\begin{equation}
W_\uparrow=\tfrac14\cdot\tfrac32\epsilon^2(1+\epsilon)+\tfrac38\epsilon^2(1-3\epsilon)=\tfrac34\epsilon^2(1-\epsilon).
\end{equation}
The difference is $\tfrac34\epsilon^2(1+3\epsilon)$. $\square$

\section{A read strip}

Take round parameters $\lambda=0.08$ eV, $H_{\rm ex}=0.8$ eV, $\rho_\uparrow=14$ and $\rho_\downarrow=84\ \mu\Omega\,$cm, with $f=1$. Then $\epsilon=0.1$, $\alpha=6$ and $\rho=14\times84/98=12\ \mu\Omega\,$cm. The directional rule gives $\gamma=0.75\times0.01=0.0075$ and a ratio $0.0075\times5=3.75\%$. The Boltzmann average gives $0.003\times5=1.5\%$.

A strip 20 $\mu$m long, 1 $\mu$m wide and 50 nm thick has a resistance of 48 $\Omega$. At a fixed current of 0.5 mA, turning $\mathbf M$ from across to along the current changes the voltage by $0.0375\times48\times0.5=0.9$ mV by the directional rule, or 0.36 mV by the Boltzmann average. The current density is $10^6$ A/cm$^2$. With heat flowing straight down through 100 nm of oxide of conductivity 1.4 W/(m\,K), the strip warms by about 0.04 K.

\paragraph{Higher orders.} Diagonalizing $\mathcal H_d$ at $\epsilon=0.1$ gives $W_\uparrow=0.0158$ along and $0.0067$ across $\mathbf M$. The difference, 0.0091, exceeds the leading 0.0075 by 21\%; the proposition alone would give 30\%. With these rates the ratio, now relative to the mean $(\rho_\parallel+2\rho_\perp)/3$, is 4.3\% by the directional rule and 1.7\% by the Boltzmann average.

\paragraph{Neglected effects.} Each entry below changes one ingredient of the directional 4.3\%, with the other inputs held fixed.
\begin{center}
\begin{tabular}{lc}
Change & Ratio (\%)\\ \hline
equal $s$-$s$ scattering, $\rho_\downarrow$ fixed & 3.6\\
$e_g$ above $t_{2g}$ by 0.1 eV & 5.6\\
$e_g$ below $t_{2g}$ by 0.1 eV & 3.4\\
parabolic $d$ density of states & 4.1\\
spin mixing, $5\ \mu\Omega\,$cm & 3.1\\
thermal $d\uparrow$ holes, parabolic edge, 300 K & 4.2\\
diffuse film surfaces & 3.7
\end{tabular}
\end{center}

The cubic-field entries, with current and $\mathbf M$ along cube axes, follow from the energy denominators. Electrons moving along a cube axis couple to an $e_g$ orbital, and $\mathbf L$ connects $e_g$ to $t_{2g}$ states but not to $e_g$ states. The up-channel denominator is therefore $0.8\mp0.1$ eV for $e_g$ above or below. The factors $(0.8/0.7)^2=1.31$ and $(0.8/0.9)^2=0.79$ account for most of the two changes.

The parabolic band has half width 2 eV, with the Fermi level 1.4 eV above the $d\downarrow$ centre. Without spin-orbit coupling the top of the $d\uparrow$ band is then $0.8-0.6=0.2$ eV below the Fermi level. For a sharp band edge the thermal share of $s\uparrow\to d\uparrow$ scattering would be $1/(e^{0.2\,{\rm eV}/k_BT}+1)\simeq4\times10^{-4}$, which, added equally in all directions, leaves the ratio at 4.3\%. This estimate is too mild. The term $\lambda L_zS_z$ lifts $|2\uparrow\rangle$ by $\lambda=0.08$ eV, so its gap is 0.12 eV and its share about $10^{-2}$. That orbital has weight $\tfrac38$ for motion across $\mathbf M$ and none for motion along it, so its holes raise $\rho_\perp$ only. With a sharp edge the ratio falls to 3.7\% when the conductivity is averaged over energy (2.6\% if the rate is averaged instead). With the parabolic edge, where the density of states starts from zero, it falls only to 4.2\%, the value in the table.

Spin mixing by magnons adds $\rho_m(J_\sigma-J_{-\sigma})$ to the field $\rho_\sigma J_\sigma$ in each channel. Equating the two fields gives $J_\uparrow/J_\downarrow=(\rho_\downarrow+2\rho_m)/(\rho_\uparrow+2\rho_m)$, and hence
\begin{equation}
\rho=\frac{\rho_\uparrow\rho_\downarrow+\rho_m(\rho_\uparrow+\rho_\downarrow)}{\rho_\uparrow+\rho_\downarrow+4\rho_m}.
\end{equation}
Mixing lowers the ratio in two ways, of about equal weight here. It evens out the currents, which weakens the dominance of the up channel, and it raises $\rho$, by which the change is divided, from 12 to about 14 $\mu\Omega\,$cm.

At a diffuse surface, a carrier leaving with direction cosine $u$ to the normal lacks a fraction $e^{-z/(u\ell)}$ of its drift at depth $z$. Averaging over the thickness $t$, with current weight $\tfrac32(1-u^2)$, the lost fraction of conductivity is
\begin{equation}
\frac32\int_0^1(1-u^2)\frac{u\ell}{t}\left(1-e^{-t/(u\ell)}\right)du .
\end{equation}
A free-electron $s$ band with Fermi wave number 10 nm$^{-1}$ gives mean free paths $\ell$ of 17 and 3 nm for up and down spins. The surfaces then add about 2 $\mu\Omega\,$cm to each channel, taken as independent of $\mathbf M$, which lowers $\alpha$.

\paragraph{Comparison with real films.} The parameters are round values, not fitted to a material. A natural comparison is with nickel-rich nickel-iron films, whose magnetoresistance at room temperature is roughly 2 to 3\%. The assumed exchange splitting matters most: photoemission on nickel gives smaller values, near 0.3 eV, and since the leading ratio varies as $H_{\rm ex}^{-2}$, a splitting of 0.5 eV instead of 0.8 eV would already raise it 2.6 times. At 0.3 eV, with the other inputs fixed, the model gives about 10\% (Boltzmann) to 22\% (directional), far above the films, and $\gamma\alpha\approx0.3$ is no longer small. With the parabolic band and Fermi level used above, the $d\uparrow$ band would also not be full at either smaller splitting. The resistivity of the films is often nearer 20 $\mu\Omega\,$cm, so 12 is low. The model's 1.5 to 4.3\% is of similar size for the assumed 0.8 eV, but this neither confirms the model nor decides between the two averages, since $\epsilon$, $\alpha$ and the spin mixing are all uncertain. Real films break the assumption of separate currents, which costs about a quarter of the ratio at the assumed mixing of $5\ \mu\Omega\,$cm, and more if the mixing is stronger. They also break that of degenerate $d$ orbitals, which moves the directional ratio by 20 to 30\% when current and $\mathbf M$ lie along cube axes. Electrons moving obliquely couple to $t_{2g}$ orbitals as well, so this last figure does not carry over to the Boltzmann average or to polycrystalline films. Hybridization of $s$ and $d$ bands and a non-spherical Fermi surface are not sized here. For a calculation that keeps to assumptions 1--4, the coefficient to use at lowest order in $\epsilon$ is $\tfrac{3}{10}$; under the same assumptions and to the same order, a ratio $\lambda/H_{\rm ex}$ that was extracted from a measured $\gamma$ with the directional rule should be multiplied by $\sqrt{2.5}\simeq1.6$. The numerical output below lists the computed values.

\section*{Numbers as computed}
\begin{verbatim}
spin-orbit constant lambda: 0.08 eV
exchange splitting H: 0.8 eV
lambda/H: 0.1
rho_up: 14 uOhm cm
rho_down: 84 uOhm cm
alpha: 6
two-current resistivity: 12 uOhm cm
gamma, directional rule: 0.0075
gamma, Boltzmann average: 0.003
AMR gamma(alpha-1), directional: 3.75 %
AMR gamma(alpha-1), Boltzmann: 1.5 %
strip length: 20 um
strip width: 1 um
strip thickness: 50 nm
read current: 0.5 mA
strip resistance: 48 Ohm
resistance change, directional: 1.8 Ohm
resistance change, Boltzmann: 0.72 Ohm
read voltage, directional: 0.9 mV
read voltage, Boltzmann: 0.36 mV
current density: 1e+06 A/cm2
oxide thickness under strip: 100 nm
oxide thermal conductivity: 1.4 W/(m K)
Joule temperature rise: 0.0429 K
exact W_up, motion along M: 0.01584
exact W_up, motion across M: 0.006732
exact W_down, motion along M: 0.9869
exact W_down, motion across M: 0.9917
exact up-channel anisotropy: 0.009104
fitted-free slope of next order in lambda/H: 2.992
AMR all orders, directional (baseline): 4.293 %
AMR all orders, Boltzmann: 1.746 %
AMR baseline with equal s-s scattering: 3.62 %
cubic splitting size: 0.1 eV
AMR baseline, eg above t2g: 5.557 %
AMR baseline, eg below t2g: 3.388 %
d-band half width: 2 eV
Fermi level above d-down centre: 1.4 eV
AMR baseline with curved density of states: 4.131 %
temperature: 300 K
spin-mixing resistivity: 5 uOhm cm
AMR baseline with spin mixing: 3.134 %
gap from d-up band top to Fermi level: 0.2 eV
thermal share of s-up to d-up scattering: 0.000436
AMR baseline with thermal d-up holes: 4.28 %
s-band Fermi wave number: 10 1/nm
mean free path up: 17.4 nm
mean free path down: 2.9 nm
surface resistivity added to up: 2.07 uOhm cm
surface resistivity added to down: 1.87 uOhm cm
AMR baseline with diffuse surfaces: 3.686 %
\end{verbatim}
